# Why a waveguide confinement factor can exceed one

A slab of refractive index 3.5 and thickness 210 nm, surrounded by a medium of index 1, guides a fundamental TM mode at a vacuum wavelength of 1550 nm. If the surrounding medium absorbs weakly, the mode loses power 1.23 times as fast per unit length as a plane wave travelling in that medium alone. Yet the absorbing medium holds less than a fifth of the stored energy and carries 52% of the power. The confinement factor is 1.23, so it cannot be a fraction of anything.

What it measures is a ratio of two responses at the same frequency,

$$\Gamma_a=\frac{\alpha_{\rm mode}}{\alpha_{\rm bulk}},$$

where both coefficients describe power loss per unit length and the absorption sits in region $a$. For weak gain both coefficients change sign and $\Gamma_a$ is the same. The general result, proved below, is

$$\Gamma_a=\frac{n_g}{N_a}\,f_a,\qquad f_a\le 1,$$

with $n_g$ the group index of the mode, $N_a$ the group index of the bulk material and $f_a$ a weighted share of the electric field. The bound on $f_a$ holds when every material in the guide has a positive group index.

## The counter-example

Fields vary as $e^{i\beta z-i\omega t}$, so absorption means $\mathrm{Im}\,n>0$. Let $k=\omega/c$ and $n_{\rm eff}=\beta/k$. The slab occupies $|x|<d/2$; its core has index $n_1=3.5$ and its cladding $n_2=1$. These are round model parameters.

A TM mode has $H_y=\phi(x)$, apart from the common exponential. From $\nabla\times\mathbf H=-i\omega\varepsilon\mathbf E$,

$$E_x=\frac{\beta}{\omega\varepsilon}\phi,\qquad E_z=\frac{i}{\omega\varepsilon}\phi'.$$

Inserting these in $\nabla\times\mathbf E=i\omega\mu_0\mathbf H$ gives $\phi''=(\beta^2-n^2k^2)\phi$ in each layer. The fundamental mode is therefore $\cos(qkx)$ in the core and decays as $e^{-gk|x|}$ in the cladding, with

$$q=\sqrt{n_1^2-n_{\rm eff}^2},\qquad g=\sqrt{n_{\rm eff}^2-n_2^2}.$$

Continuity of $H_y$ and $E_z$ means continuity of $\phi$ and $\phi'/n^2$. Dividing the two conditions gives

$$F(n_{\rm eff},n_2)=\frac{q\tan\theta}{n_1^2}-\frac{g}{n_2^2}=0,\qquad \theta=\frac{qkd}{2}.$$

Now give the cladding a small imaginary index $i\eta$ at fixed $\omega$. Since $F$ is analytic near the root, $n_{\rm eff}$ shifts by $i\eta\,\partial n_{\rm eff}/\partial n_2$ to first order. The modal coefficient is $2k\,\mathrm{Im}\,n_{\rm eff}$ and the bulk coefficient is $2k\eta$, so

$$\Gamma_{\rm clad}=\frac{\partial n_{\rm eff}}{\partial n_2}=-\frac{\partial F/\partial n_2}{\partial F/\partial n_{\rm eff}}.$$

The derivatives follow from $\partial q/\partial n_{\rm eff}=-n_{\rm eff}/q$, $\partial g/\partial n_{\rm eff}=n_{\rm eff}/g$ and $\partial g/\partial n_2=-n_2/g$:

$$\frac{\partial F}{\partial n_2}=\frac{1}{n_2g}+\frac{2g}{n_2^3},$$

$$-\frac{\partial F}{\partial n_{\rm eff}}=\frac{n_{\rm eff}}{n_1^2q}\left(\tan\theta+\theta\sec^2\theta\right)+\frac{n_{\rm eff}}{n_2^2g}.$$

The root is $n_{\rm eff}=1.5042$. Hence $q=3.160$, $g=1.124$, $kd=2\pi\times210/1550=0.8513$ and $\theta=1.345$. The mode condition gives $\tan\theta=n_1^2g/(n_2^2q)=4.356$, so $\sec^2\theta=1+\tan^2\theta=19.97$. The first derivative is $0.890+2.247=3.137$. The second expression is $0.03886\times31.22+1.339=2.552$. Therefore

$$\Gamma_{\rm clad}=\frac{3.137}{2.552}=1.229.$$

No energy fraction entered this calculation. If the bulk absorption is 1 cm$^{-1}$, a plane wave in the cladding material keeps $e^{-1}=0.368$ of its power after 1 cm, while the mode keeps $e^{-1.2295}=0.292$.

## The general statement

Consider a waveguide that is uniform along $z$, non-magnetic and isotropic, with real permittivity $\varepsilon=\varepsilon_0n^2$ before the absorber is added. Let it carry a guided mode with real $\beta$ and forward power

$$P=\frac12\int\mathrm{Re}(\mathbf E\times\mathbf H^*)_z\,dA>0.$$

For a slab, $dA$ becomes $dx$ and $P$ is power per unit width. Region $a$ has uniform index $n_a$ and receives a small, uniform, isotropic change $\delta n$. Define

$$N=n+\omega\frac{dn}{d\omega},\qquad n_g=c\frac{d\beta}{d\omega},\qquad f_a=\frac{\int_a nN|\mathbf E|^2dA}{\int nN|\mathbf E|^2dA}.$$

Then, to first order in $\delta n$,

$$\Gamma_a=\frac{n_a c\varepsilon_0\int_a|\mathbf E|^2dA}{\int\mathrm{Re}(\mathbf E\times\mathbf H^*)_z\,dA}=\frac{n_g}{N_a}f_a. \tag{1}$$

If $nN>0$ everywhere, $f_a$ lies between zero and one. The confinement factor exceeds one when $f_a>N_a/n_g$.

## Proof

**A variation formula.** Let $(\mathbf E_1,\mathbf H_1)$ be the original mode and $(\mathbf E_2,\mathbf H_2)$ the mode after small changes, with frequency $\omega_2=\omega+\delta\omega$, permittivity $\varepsilon_2$ and propagation constant $\beta+\delta\beta$. The identity $\nabla\cdot(\mathbf A\times\mathbf B)=\mathbf B\cdot\nabla\times\mathbf A-\mathbf A\cdot\nabla\times\mathbf B$ and Maxwell's equations give

$$\nabla\cdot(\mathbf E_2\times\mathbf H_1^*)=i\omega_2\mu_0\mathbf H_2\cdot\mathbf H_1^*-i\omega\varepsilon\,\mathbf E_2\cdot\mathbf E_1^*,$$

$$\nabla\cdot(\mathbf E_1^*\times\mathbf H_2)=-i\omega\mu_0\mathbf H_2\cdot\mathbf H_1^*+i\omega_2\varepsilon_2\mathbf E_2\cdot\mathbf E_1^*.$$

The signs differ because conjugation reverses $i$ in the equations of the first mode. Add the two lines and write $\delta(\omega\varepsilon)=\omega_2\varepsilon_2-\omega\varepsilon$. The right side becomes

$$i\left[\delta\omega\,\mu_0\mathbf H_2\cdot\mathbf H_1^*+\delta(\omega\varepsilon)\mathbf E_2\cdot\mathbf E_1^*\right].$$

Integrate over the cross-section. The transverse part of the divergence vanishes, because tangential fields are continuous at interfaces and guided fields decay at infinity. The products on the left vary as $e^{i\delta\beta z}$, so $\partial_z$ supplies a factor $i\delta\beta$. To first order the second mode may then be replaced by the first inside the integrals. On the left this gives $\int(\mathbf E\times\mathbf H^*+\mathbf E^*\times\mathbf H)_z\,dA=4P$, and so

$$4P\,\delta\beta=\int\left[\delta(\omega\varepsilon)|\mathbf E|^2+\delta\omega\,\mu_0|\mathbf H|^2\right]dA. \tag{2}$$

**Absorption at fixed frequency.** Set $\delta\omega=0$. In region $a$, $\delta\varepsilon=2\varepsilon_0n_a\delta n$, and (2) becomes

$$\delta\beta=\frac{\omega\varepsilon_0n_a\delta n}{2P}\int_a|\mathbf E|^2dA.$$

Power decays at $2\,\mathrm{Im}\,\delta\beta$ in the mode and at $2(\omega/c)\mathrm{Im}\,\delta n$ in bulk. Their ratio is

$$\Gamma_a=\frac{c\varepsilon_0n_a}{2P}\int_a|\mathbf E|^2dA, \tag{3}$$

which is the first form in (1).

**Group index.** Now leave the material alone and change the frequency. Equation (2) gives

$$\frac{d\beta}{d\omega}=\frac1{4P}\int\left[\frac{d(\omega\varepsilon)}{d\omega}|\mathbf E|^2+\mu_0|\mathbf H|^2\right]dA=\frac WP,$$

where $W$ is the stored energy per unit length. To remove the magnetic field, use

$$\nabla\cdot(\mathbf E\times\mathbf H^*)=i\omega\left(\mu_0|\mathbf H|^2-\varepsilon|\mathbf E|^2\right).$$

For real $\beta$ the product $\mathbf E\times\mathbf H^*$ does not depend on $z$. Integration over the section therefore makes the left side zero, and $\int\mu_0|\mathbf H|^2dA=\int\varepsilon|\mathbf E|^2dA$. This equality concerns the whole section, not each region. Since

$$\frac{d(\omega\varepsilon)}{d\omega}+\varepsilon=\varepsilon_0\left(2n^2+2\omega n\frac{dn}{d\omega}\right)=2\varepsilon_0nN,$$

the group index is

$$n_g=\frac{c\varepsilon_0}{2P}\int nN|\mathbf E|^2dA. \tag{4}$$

Dividing (3) by (4) gives $\Gamma_a/n_g=n_a\int_a|\mathbf E|^2dA\,/\int nN|\mathbf E|^2dA=f_a/N_a$, which completes the proof.

Because the shares $f_j$ add to one, the confinement factors of all regions obey

$$\sum_jN_j\Gamma_j=n_g.$$

They do not in general add to one. In the example, let the core have material group index 3.7 and the cladding 1. The TM core has $\Gamma=0.8545$, and $3.7\times0.8545+1\times1.2295=4.391$, the group index of the mode.

## Why energy conservation is safe

The comparison changes if decay is measured in time. Fix $\beta$, as for a field that is uniform in strength along a long guide, and let $\omega$ become complex. Then $\delta\beta=0$ in (2), while $\delta(\omega\varepsilon)$ contains both the frequency shift and the absorber:

$$0=2\varepsilon_0\,\delta\omega\int nN|\mathbf E|^2dA+2\omega\varepsilon_0n_a\delta n\int_a|\mathbf E|^2dA.$$

Solving for the shift gives $\delta\omega=-(\omega\delta n/N_a)f_a$. A plane wave in the bulk material has fixed $\omega n/c$, so $N_a\delta\omega+\omega\delta n=0$ and $\delta\omega=-\omega\delta n/N_a$. The ratio of the decay rates in time is thus $f_a$, which cannot exceed one when $nN>0$ everywhere. This step takes $\delta n$ to be constant over the shift $\delta\omega$, so the absorption band must be much wider than $\omega\,\mathrm{Im}\,\delta n/N_a$. For 1 cm$^{-1}$ in a medium of index 1 that rate is 15 ns$^{-1}$, or 2.4 GHz. In the TM example below, where $f_{\rm clad}=0.280$, a Lorentzian line of this peak strength gives a ratio of 0.275 at a half-width of 100 GHz but 0.67 at 3 GHz. The fixed-frequency result (1) needs no such condition.

For the TM example with 1 cm$^{-1}$ of bulk absorption, the energy decays at 29.98 ns$^{-1}$ in bulk and at 8.39 ns$^{-1}$ in the mode. The mode loses energy more slowly per nanosecond, by the factor $f_{\rm clad}=0.280$. But its energy moves at $c/n_g=29.98/4.391=6.83$ cm/ns, and $8.39/6.83=1.23$ cm$^{-1}$. The low velocity more than makes up for the small share.

## Which share, and which group index

The quantity $f_a$ need not equal the share of energy stored in region $a$. The stored energy density is $\frac14[d(\omega\varepsilon)/d\omega\,|\mathbf E|^2+\mu_0|\mathbf H|^2]$, and electric and magnetic parts need not balance locally. In the TM cladding, $|\mathbf E|^2$ is proportional to $n_{\rm eff}^2+g^2$, and

$$\frac{\varepsilon_0|\mathbf E|^2}{\mu_0|\mathbf H|^2}=n_{\rm eff}^2+g^2=2n_{\rm eff}^2-1=3.525.$$

The stored-energy share is therefore $f_{\rm clad}(3.525+1)/(2\times3.525)=0.280\times0.642=0.180$. Putting this share in place of $f_a$ in (1) would give $4.391\times0.180=0.79$, on the wrong side of one. Without material dispersion, $f_a$ is the share of electric energy.

Material dispersion also requires care. At a fixed frequency, (3) contains the index and the field, but no derivative of the index. Removing the dispersion of the core while keeping its index at 3.5 changes $n_g$ from 4.391 to 4.220 and $f_{\rm clad}$ from 0.2800 to 0.2913. The product stays at 1.229. Combining the dispersive $n_g$ with the non-dispersive share would give 1.279, about 4% above the correct value.

Nor does a large group index suffice. The TM core has $n_g/N_a=4.391/3.7=1.187$, but $f_{\rm core}=0.720$, so its confinement factor is 0.855.

## Two mechanisms in the slab

For the TM cladding, insert the field components in (3). The common factor $\int_{\rm clad}\phi^2dx$ also appears in the power carried there, which leaves

$$\Gamma_{\rm clad}=\frac{n_{\rm eff}^2+g^2}{n_2n_{\rm eff}}\,p_{\rm clad}=\frac{2n_{\rm eff}^2-n_2^2}{n_2n_{\rm eff}}\,p_{\rm clad},$$

where $p_{\rm clad}$ is the power share. Here the factor is 2.344 and $p_{\rm clad}=0.5246$. The term $n_{\rm eff}^2$ comes from $E_x$ and contributes 0.789 to $\Gamma$; the term $g^2$ comes from $E_z$ and contributes 0.440. The longitudinal field carries no forward power but is absorbed all the same. In this example it takes the sum above one.

A TE mode has $E_y=\psi$ and $H_x=-\beta\psi/(\omega\mu_0)$, so the forward power density is proportional to $\beta\psi^2/(\omega\mu_0)$. Equation (3) then reduces to

$$\Gamma_a=\frac{n_a}{n_{\rm eff}}\,\frac{\int_a\psi^2dx}{\int\psi^2dx}.$$

For absorption in the core of the same slab, this is $1.2502\times0.8144=1.018$. The core field consists of two plane waves inclined to the axis by an angle whose cosine is $n_{\rm eff}/n_1$. The first factor is their path length per unit axial length. It slightly outweighs the loss of field to the cladding.

## Dependence on thickness and limits of validity

For the fundamental TE mode, $\Gamma_{\rm core}$ is 0.959 at 150 nm, 1.038 at 300 nm and 1.019 at 800 nm. In a very thick slab the transverse wavenumber tends to $\pi/d$. The path factor then exceeds one by about $\pi^2/(2n_1^2k^2d^2)$, while the cladding's share of $\psi^2$ falls as $d^{-3}$: for a fixed peak field, $\psi^2$ at the interface falls as $d^{-2}$, the decay length in the cladding tends to a constant, and the core integral grows as $d$. The confinement factor must approach one from above. At 800 nm the leading term is 0.038, twice the actual excess of 0.019, so this limit is not yet accurate.

For the fundamental TM mode, $\Gamma_{\rm clad}$ is 1.196 at 150 nm, 1.229 at 210 nm and 0.268 at 300 nm. As $d\to0$, $n_{\rm eff}\to n_2$ and $p_{\rm clad}\to1$, so $\Gamma_{\rm clad}\to1$: the mode becomes a plane wave in the cladding. In a thick slab the field leaves the cladding and $\Gamma_{\rm clad}\to0$. In between, $\Gamma_{\rm clad}$ rises from one, peaks at about 1.36 near 190 nm and falls below one at about 225 nm. A design that relies on a TM cladding value above one must keep the slab thinner than that. The TE core value exceeds one beyond about 183 nm and stays above it.

Equation (1) is a first-order result. It fails when gain or loss changes the mode profile appreciably, which happens most easily near cutoff, where a small index change can alter the extent of the field greatly. If the absorption varies within region $a$, the integral in (3) must be weighted by its local strength. If it depends on polarization and its principal axes lie along $x$, $y$ and $z$, each field component needs its own weight, and the bulk reference must state its polarization. If the original guide is already strongly lossy, the conjugated fields used in the proof no longer give (2), and the complex mode should be solved directly.

The numerical output lists both modes and both absorbing regions, with $\Gamma$ found from the complex mode equation and from the field integrals.

## Values computed for the example and the checks

```
vacuum wavelength: 1550 nm
slab thickness: 210 nm
core index: 3.50
core material group index: 3.70
cladding index and group index: 1.00
TE effective index: 2.79961
TE modal group index: 3.83338
TE core Gamma, complex mode: 1.01813
TE core Gamma, field overlap: 1.01813
TE core weighted share f: 0.98270
TE core stored-energy share: 0.86444
TE core power share: 0.81439
TE core time-rate ratio: 0.98270
TE cladding Gamma, complex mode: 0.06630
TE cladding Gamma, field overlap: 0.06630
TE cladding weighted share f: 0.01730
TE cladding stored-energy share: 0.13556
TE cladding power share: 0.18561
TE cladding time-rate ratio: 0.01730
TE core path factor: 1.25018
TE core share of |E|^2: 0.81439
TM effective index: 1.50422
TM modal group index: 4.39118
TM core Gamma, complex mode: 0.85451
TM core Gamma, field overlap: 0.85451
TM core weighted share f: 0.72001
TM core stored-energy share: 0.82030
TM core power share: 0.47540
TM core time-rate ratio: 0.72001
TM cladding Gamma, complex mode: 1.22948
TM cladding Gamma, field overlap: 1.22948
TM cladding weighted share f: 0.27999
TM cladding stored-energy share: 0.17970
TM cladding power share: 0.52460
TM cladding time-rate ratio: 0.27999
TM cladding factor on power share: 2.34364
TM group index, no dispersion: 4.22028
TM cladding f, no dispersion: 0.29133
bulk absorption: 1.000 1/cm; length: 1.0 cm
TM modal absorption: 1.22948 1/cm
bulk transmission: 0.36788
TM transmission: 0.29244
transmission if f were Gamma: 0.75579
bulk energy decay rate: 29.9792 1/ns
TM energy decay rate: 8.3938 1/ns
150 nm: Gamma TE core 0.9592, TM cladding 1.1963
210 nm: Gamma TE core 1.0181, TM cladding 1.2295
300 nm: Gamma TE core 1.0377, TM cladding 0.2683
400 nm: Gamma TE core 1.0366, TM cladding 0.0862
800 nm: Gamma TE core 1.0187, TM cladding 0.0087
```
